# Why an iron-pnictide layer has a one-iron zone, and when it fails, part 1

(Sections cited here and not found follow in the second part.)

A tight-binding calculation in the iron $d$ orbitals of an iron-pnictide layer can start from either of two Hamiltonians. The unit cell holds two iron atoms, which calls for a $10\times10$ matrix of $d$ orbitals in a small Brillouin zone. The alternative is a $5\times5$ matrix in the twice larger zone of the bare iron lattice. The second choice raises three questions: whether it is an approximation, what its momentum label means, and whether it may be kept once spin-orbit coupling or a gate field is added. For a single layer without these terms the reduction is an exact consequence of a glide plane, and the label is set by the eigenvalues of glides, not of a translation by one iron spacing. Spin-orbit coupling keeps the glide but changes the form of the blocks, and a gate removes the glide.

## The layer and the model

Lengths are in units of the Fe–Fe spacing $a$ and energies in eV, the natural unit for tight binding. Iron sits at $\mathbf R=(m,n)$ in the plane $z=0$. With $s(\mathbf R)=m+n$, sites of even $s$ are called A and sites of odd $s$ are called B. A pnictogen sits at $(m+\tfrac12,n+\tfrac12,\zeta h)$ with $\zeta=(-1)^{m+n}$, alternately above and below the plane. The lattice translations are generated by $(1,1)$ and $(1,-1)$, so $\mathbf Q=(\pi,\pi)$ is a reciprocal vector of the crystal and $k_x+k_y=\pi$ is an edge of the two-iron zone.

An operation $\{R|\boldsymbol\tau\}$ sends $\mathbf r$ to $R\mathbf r+\boldsymbol\tau$, and products obey $\{R_1|\boldsymbol\tau_1\}\{R_2|\boldsymbol\tau_2\}=\{R_1R_2|R_1\boldsymbol\tau_2+\boldsymbol\tau_1\}$. A translation acts as $(T_{\boldsymbol\tau}\psi)(\mathbf R)=\psi(\mathbf R-\boldsymbol\tau)$, so $e^{i\mathbf k\cdot\mathbf R}$ has eigenvalue $e^{-i\mathbf k\cdot\boldsymbol\tau}$. The reflection $\sigma_z$ ($z\to-z$) multiplies orbital $\alpha$ by $\eta_\alpha$, which is $-1$ for $xz,yz$ and $+1$ for $xy$, $x^2-y^2$, $z^2$, with $x,y$ along the Fe–Fe bonds.

The solvable model has Slater–Koster hopping between neighbouring irons and between each pnictogen and its four irons. A real $d$ orbital is a symmetric traceless tensor $D_\alpha$ of unit norm. For a bond along the unit vector $\mathbf n$, put $\sigma_\alpha=\sqrt{3/2}\,\mathbf n^TD_\alpha\mathbf n$ and $\boldsymbol\pi_\alpha=\sqrt2\,(1-\mathbf n\mathbf n^T)D_\alpha\mathbf n$. The $p$–$d$ element is $v_{a\alpha}=V_{pd\sigma}n_a\sigma_\alpha+V_{pd\pi}(\boldsymbol\pi_\alpha)_a$, and the $d$–$d$ matrix weights the projectors on the $\sigma$, $\pi$ and remaining $\delta$ parts with $V_{dd\sigma},V_{dd\pi},V_{dd\delta}$. The $p$ equation $(\varepsilon_p-E)c_p+Vc_d=0$ gives $c_p=Vc_d/(E-\varepsilon_p)$. Fixing $E=E_0$ and writing $\Delta=E_0-\varepsilon_p$ leaves
$$H=H_{dd}+\frac1\Delta\sum_j V_j^\dagger V_j ,$$
summed over pnictogens $j$, with the bare $d$ level as zero of energy. The parameters are round numbers fitted to no material: $h=0.45$, $V_{pd\sigma}=-1.5$, $V_{pd\pi}=0.7$, $V_{dd\sigma,\pi,\delta}=-0.6,\,0.3,\,-0.1$ and $\Delta=3$. The model leaves out $p$–$p$ hopping, the energy dependence of the downfolding and interactions. The symmetry statements below hold for any one-particle Hamiltonian with the symmetry of the layer, while the numbers belong to this model.

## The glide and the staggered hoppings

A step $(1,0)$ moves each pnictogen to a plaquette where the height should be opposite, and $\sigma_z$ repairs the height. The glides $G_x=\{\sigma_z|(1,0)\}$ and $G_y=\{\sigma_z|(0,1)\}$ are therefore symmetries. Since $\sigma_z$ leaves in-plane vectors alone and squares to one, $G_xG_y=G_yG_x=T_{(1,1)}$ and $G_xG_y^{-1}=T_{(1,-1)}$. The two glides generate an abelian group with the structure of the translations of the iron lattice, and it contains the true translations. Its irreducible representations are phases $G_x=e^{-i\tilde k_x}$, $G_y=e^{-i\tilde k_y}$ with each component of $\tilde{\mathbf k}$ defined modulo $2\pi$, which is the one-iron zone.

Let $t_{\alpha\beta}(\mathbf R,\mathbf d)$ be the element of $H$ between orbital $\alpha$ at $\mathbf R$ and orbital $\beta$ at $\mathbf R+\mathbf d$. A glide carries $|\alpha,\mathbf R\rangle$ to $\eta_\alpha|\alpha,\mathbf R+\hat{\mathbf x}\rangle$, so invariance gives $t_{\alpha\beta}(\mathbf R+\hat{\mathbf x},\mathbf d)=\eta_\alpha\eta_\beta\,t_{\alpha\beta}(\mathbf R,\mathbf d)$, and the same for $\hat{\mathbf y}$. Repeating this from the origin,
$$t_{\alpha\beta}(\mathbf R,\mathbf d)=(\eta_\alpha\eta_\beta)^{s(\mathbf R)}\,t^A_{\alpha\beta}(\mathbf d).$$
Hoppings between orbitals of equal parity do not see the doubled cell, and even–odd hoppings change sign between A and B. In the model the sign comes from the pnictogen height. Reflecting a bond gives $v_{a\alpha}\to\epsilon_a\eta_\alpha v_{a\alpha}$, with $\epsilon_a=\pm1$ the parity of $p_a$, and in $\sum_a v_{a\alpha}v_{a\beta}$ the factor $\epsilon_a^2=1$ drops out and leaves $\eta_\alpha\eta_\beta$. The computed $xy$–$xy$ hopping along $(1,0)$ is $-0.0890$ eV from both sublattices, whereas $x^2-y^2$ to $yz$ is $+0.3207$ eV from A and $-0.3207$ eV from B, and $xz$ to $z^2$ along $(1,1)$ is $\mp0.1034$ eV. An element of $[T_{(1,0)},H]$ is a difference of the A and B values, so the largest is $2\times0.3207=0.6414$ eV, as computed. The plain translation is badly broken. In the flat limit $h=0$ the reflection $\sigma_z$ is a symmetry by itself, the even–odd hoppings vanish and $T_{(1,0)}=G_x\sigma_z$ commutes with $H$, which the numerical check confirms.

## Two blocks of five

The glide acts as $(G_x\psi)_\alpha(\mathbf R)=\eta_\alpha\psi_\alpha(\mathbf R-\hat{\mathbf x})$. Take
$$\psi_\alpha(\mathbf R)=\eta_\alpha^{s(\mathbf R)}e^{i\tilde{\mathbf k}\cdot\mathbf R}u_\alpha .$$
Then $(G_x\psi)_\alpha=\eta_\alpha\,\eta_\alpha^{s-1}e^{i\tilde{\mathbf k}\cdot\mathbf R}e^{-i\tilde k_x}u_\alpha=e^{-i\tilde k_x}\psi_\alpha$, and likewise for $G_y$. Applying $H$, with $s(\mathbf R+\mathbf d)=s(\mathbf R)+s(\mathbf d)$,
$$(H\psi)_\alpha(\mathbf R)=\sum_{\mathbf d\beta}(\eta_\alpha\eta_\beta)^{s(\mathbf R)}t^A_{\alpha\beta}(\mathbf d)\,\eta_\beta^{s(\mathbf R)+s(\mathbf d)}e^{i\tilde{\mathbf k}\cdot(\mathbf R+\mathbf d)}u_\beta .$$
The two factors $\eta_\beta^{s(\mathbf R)}$ multiply to one, and what depends on $\mathbf R$ is the prefactor $\eta_\alpha^{s(\mathbf R)}e^{i\tilde{\mathbf k}\cdot\mathbf R}$ of the ansatz. Hence $u$ obeys $H_5u=Eu$ with
$$H_5(\tilde{\mathbf k})_{\alpha\beta}=\sum_{\mathbf d}t^A_{\alpha\beta}(\mathbf d)\,\eta_\beta^{s(\mathbf d)}e^{i\tilde{\mathbf k}\cdot\mathbf d}.$$
The factor $\eta_\beta^{s(\mathbf d)}$ is what makes this Hermitian. The hoppings are real, and symmetry of $H$ gives $t^A_{\alpha\beta}(\mathbf d)=t_{\beta\alpha}(\mathbf d,-\mathbf d)=(\eta_\alpha\eta_\beta)^{s(\mathbf d)}t^A_{\beta\alpha}(-\mathbf d)$. Renaming $\mathbf d\to-\mathbf d$ in the conjugate element, $(H_5)_{\beta\alpha}^*=\sum_{\mathbf d}t^A_{\beta\alpha}(-\mathbf d)\eta_\alpha^{s(\mathbf d)}e^{i\tilde{\mathbf k}\cdot\mathbf d}$, and inserting the relation turns $\eta_\alpha^{s(\mathbf d)}$ into $\eta_\beta^{s(\mathbf d)}$.

The two-iron matrix $H_{10}(\mathbf k)$ acts on amplitudes $c_A,c_B$ defined by $\psi(\mathbf R)=e^{i\mathbf k\cdot\mathbf R}c_{A\text{ or }B}$. The ansatz with $\tilde{\mathbf k}=\mathbf k$ has $c_A=u$, $c_B=\eta u$, where $\eta=\mathrm{diag}(\eta_\alpha)$. With $\tilde{\mathbf k}=\mathbf k+\mathbf Q$ the factor $e^{i\mathbf Q\cdot\mathbf R}=(-1)^{s}$ gives $c_B=-\eta u$. These two five-dimensional spaces are orthogonal and span all ten dimensions, so
$$U^TH_{10}(\mathbf k)U=H_5(\mathbf k)\oplus H_5(\mathbf k+\mathbf Q),\qquad U=\frac1{\sqrt2}\begin{pmatrix}1&1\\ \eta&-\eta\end{pmatrix}.$$
Nothing has been dropped. The numerical check builds $H_{10}$ from the geometry with no glide assumed and tests this identity element by element at twenty random $\mathbf k$. It also compares the spectra of $H_5$ with a $6\times6$ real-space torus, where the largest deviation is $10^{-14}$ eV. At $\mathbf k_1=(0.3\pi,0.1\pi)$ the block $H_5(\mathbf k_1)$ has levels $-1.4106$, $0.2604$, $0.7639$, $2.3934$, $2.6331$ eV, the block $H_5(\mathbf k_1+\mathbf Q)$ has $0.6247$, $0.7898$, $0.9763$, $1.7475$, $1.9365$ eV, and the ten levels of $H_{10}(\mathbf k_1)$ are these two lists merged.

Since $(-1)^s=e^{i\mathbf Q\cdot\mathbf R}$, the ansatz says that the even orbitals vary over the iron lattice as $e^{i\tilde{\mathbf k}\cdot\mathbf R}$ and the odd ones as $e^{i(\tilde{\mathbf k}+\mathbf Q)\cdot\mathbf R}$. One eigenstate holds both Fourier components. For the level at $0.7639$ eV the weights $|c_A+c_B|^2/2$ at $\mathbf k_1$ are $0.7789+0.0003+0.0020=0.7812$, on $xy$, $x^2-y^2$, $z^2$, and the weights $|c_A-c_B|^2/2$ at $\mathbf k_1+\mathbf Q$ are $0.1847+0.0341=0.2188$, on $xz$, $yz$. Which class is called shifted is a convention. With the label $\tilde{\mathbf k}'=\tilde{\mathbf k}+\mathbf Q$ the odd orbitals sit at $\tilde{\mathbf k}'$ and the even ones at $\tilde{\mathbf k}'+\mathbf Q$, and the state is the same. The relative shift by $\mathbf Q$ is the physical content, and it must be restored whenever an operator uniform on the iron lattice connects the two parities.

## Bands stick on the two-iron zone edge

The vertical mirror $M:(x,y,z)\to(-y,-x,z)$ through the origin preserves $\zeta$, since it fixes the pnictogen at $(\tfrac12,-\tfrac12,-h)$ and exchanges those at $\pm(\tfrac12,\tfrac12)$, both at $+h$. Conjugation rotates the translation part, $M(1,0)=(0,-1)$, so $MG_xM^{-1}=\{\sigma_z|(0,-1)\}=G_y^{-1}$ and likewise $MG_yM^{-1}=G_x^{-1}$. With $M^2=1$, a state of label $\tilde{\mathbf k}$ gives $G_xM\psi=MG_y^{-1}\psi=e^{+i\tilde k_y}M\psi$ and $G_yM\psi=e^{+i\tilde k_x}M\psi$. So $M\psi$ has label $(-\tilde k_y,-\tilde k_x)$ and the same energy. On the edge $k_x+k_y=\pi$,
$$(-k_y,-k_x)=(k_x-\pi,\;k_y-\pi)=\mathbf k-\mathbf Q .$$
There the mirror maps one block onto the other at the same two-iron momentum. The partners have opposite glide eigenvalues, so they are orthogonal, and every band is doubly degenerate along the edge, fourfold when spin is counted. At $\mathbf k_0=(0.7\pi,0.3\pi)$ both blocks give $-0.3576$, $-0.1066$, $0.3647$, $1.7787$, $1.9781$ eV. At $\mathbf k_1$, off the edge, the two spectra are unrelated.

For a single layer without spin-orbit coupling or a gate field, the glides split the ten-orbital matrix exactly into two five-orbital blocks, and a mirror makes their bands degenerate on the two-iron zone edge. It remains to see what spin-orbit coupling, a gate and the stacking of layers do to this structure.
